# Grid error of the mean-square displacement of a harmonic crystal, part 1

(Sections cited here and not found follow in the later parts.)

A monatomic crystal in $d=1,2$ or $3$ dimensions has atoms of mass $M$ at the sites $a\,\mathbf l$ of a simple cubic lattice ($\mathbf l$ an integer vector, $a$ the lattice constant). Nearest neighbours are joined by harmonic springs. A relative displacement along the bond costs a force constant $K_L$, and one across the bond a force constant $K_T$:

$$H=\sum_{\mathbf l,\alpha}\frac{p_\alpha(\mathbf l)^2}{2M}+\frac12\sum_{\mathbf l,\alpha}\sum_{i=1}^{d}K^{(\alpha)}_i\,\big[u_\alpha(\mathbf l+\mathbf e_i)-u_\alpha(\mathbf l)\big]^2 ,\tag{1}$$

with $K^{(\alpha)}_i=K_L$ for $i=\alpha$ and $K_T$ otherwise. The components $\alpha$ do not couple, so one component, $u\equiv u_x$, is followed, and $K_i\equiv K_i^{(x)}$. This simplicity has a price: for $d>1$ the springs across the bonds make a rigid rotation of the crystal cost energy, which in a real crystal it does not. The constants $K_L$ and $K_T$ should therefore be read as setting the sound velocities of the model, not as the elastic constants of a particular solid. Part (g) extends the leading grid error to general force constants, which include those free of this defect. The wave vector appears as the dimensionless $\boldsymbol\theta=\mathbf q a$ with $-\pi<\theta_i\le\pi$. Brillouin-zone integrals are replaced by sums over a grid with $N$ points per direction,

$$\theta_i=\frac{2\pi(m_i+\sigma)}{N},\qquad m_i=0,\dots,N-1 .$$

The value $\sigma=0$ gives the Γ-centred grid and $\sigma=\tfrac12$ the grid shifted by half a step in every direction. Two symbols keep track of the choice: $\eta=e^{2\pi i\sigma}$, which is $+1$ or $-1$, and $\delta$, which is $1$ for the Γ grid and $0$ for the shifted grid. The task is to find how the mean-square displacement computed on the grid depends on $N$. Units are SI. The program that checks the results, and its output, follow the text.

## (a) The sum over modes

Derive the thermal average $\langle u^2\rangle_N$ of a block of $N^d$ atoms as a sum over the grid. State which boundary condition belongs to each grid and what must be done with $\boldsymbol\theta=0$.

### Solution

Close the block by the condition $u(\mathbf l+N\mathbf e_i)=\eta\,u(\mathbf l)$, periodic for $\eta=+1$ and antiperiodic for $\eta=-1$. The potential energy is $\tfrac12\sum u(\mathbf l)\Phi(\mathbf l,\mathbf l')u(\mathbf l')$, and differentiating (1) gives

$$\sum_{\mathbf l'}\Phi(\mathbf l,\mathbf l')u(\mathbf l')=\sum_iK_i\big[2u(\mathbf l)-u(\mathbf l+\mathbf e_i)-u(\mathbf l-\mathbf e_i)\big].$$

A plane wave $e^{i\boldsymbol\theta\cdot\mathbf l}$ is an eigenvector, because $2-e^{i\theta}-e^{-i\theta}=2(1-\cos\theta)$. Its eigenvalue is

$$\varepsilon(\boldsymbol\theta)=M\omega^2=\sum_i2K_i(1-\cos\theta_i)=\sum_i4K_i\sin^2\frac{\theta_i}{2}.\tag{2}$$

The boundary condition requires $e^{i\theta_iN}=\eta$, whose solutions are the grid points. The $N^d$ grid points therefore supply all eigenvalues of $\Phi$.

Since $\Phi$ is real and symmetric, it has real orthonormal eigenvectors $e_\lambda(\mathbf l)$. With $u(\mathbf l)=\sum_\lambda e_\lambda(\mathbf l)Q_\lambda$ the Hamiltonian is a sum of independent oscillators of mass $M$ and frequency $\omega_\lambda$, and orthonormality gives $\sum_{\mathbf l}u(\mathbf l)^2=\sum_\lambda Q_\lambda^2$. All sites have the same $\langle u^2\rangle$: a translation is a symmetry, and in the antiperiodic case the sign picked up at the boundary drops out of $u^2$. Hence $\langle u^2\rangle=N^{-d}\sum_\lambda\langle Q_\lambda^2\rangle$. For one oscillator $Q=\sqrt{\hbar/2M\omega}\,(b+b^\dagger)$, so $\langle Q^2\rangle=(\hbar/2M\omega)(2\bar n+1)$. With $y=\hbar\omega/k_BT$ and $\bar n=1/(e^y-1)$ one has $2\bar n+1=(e^y+1)/(e^y-1)=\coth(y/2)$. Therefore

$$\langle u^2\rangle_N=\frac1{N^d}{\sum_{\boldsymbol\theta}}'\,\frac{\hbar}{2M\omega}\coth\frac{\hbar\omega}{2k_BT}.\tag{3}$$

On the Γ grid the point $\boldsymbol\theta=0$ has $\omega=0$. It is the rigid translation of the block, a free coordinate with no restoring force and no finite mean square. The prime means that it is left out, so that (3) is the displacement measured from the centre of mass. The shifted grid does not contain $\boldsymbol\theta=0$ and nothing is left out. The infinite crystal is defined by replacing $N^{-d}\sum'$ with $\int d^d\theta/(2\pi)^d$; the result is called $\langle u^2\rangle_\infty$ where it exists.

The program tests (3) by building the $375\times375$ force-constant matrix of a periodic $5^3$ block in real space and diagonalizing it. For the parameters of part (k) both roads give $55.1358\ \mathrm{pm^2}$.

## (b) Isolating the singular part

Write the summand of (3) as a term that is singular at $\omega=0$ plus a smooth term $r$. Find $r(0)$ and the grid error of $r$ at $T>0$.

### Solution

The partial fractions of $\coth$ follow from the Fourier series of $\cosh(by)$ on $[-\pi,\pi]$. Two integrations by parts give $\int_{-\pi}^{\pi}\cosh(by)\cos(ny)\,dy=2b\,(-1)^n\sinh(b\pi)/(b^2+n^2)$, so

$$\cosh by=\frac{\sinh b\pi}{\pi}\Big[\frac1b+\sum_{n\ge1}\frac{2b(-1)^n\cos ny}{b^2+n^2}\Big].$$

The periodic extension is continuous, so the series holds at $y=\pi$, where $\cos n\pi$ cancels $(-1)^n$. Dividing by $\sinh b\pi$, multiplying by $\pi b$ and setting $x=\pi b$,

$$x\coth x=1+\sum_{n\ge1}\frac{2x^2}{x^2+\pi^2n^2}.\tag{4}$$

The Taylor series of the left side is $1+x^2/3+\dots$, and comparing the $x^2$ terms gives $\sum_{n\ge1}n^{-2}=\pi^2/6$, which is used below.

Put $x=\hbar\omega/2k_BT$. Then $\hbar/2M\omega=x\,k_BT/M\omega^2$, and $x^2/(x^2+\pi^2n^2)=\omega^2/(\omega^2+\omega_n^2)$ with the Matsubara frequencies $\omega_n=2\pi nk_BT/\hbar$. Equation (4) becomes

$$\frac{\hbar}{2M\omega}\coth\frac{\hbar\omega}{2k_BT}=\frac{k_BT}{\varepsilon}+r,\qquad r=2k_BT\sum_{n\ge1}\frac1{\varepsilon+M\omega_n^2}.\tag{5}$$

The first term is the classical equipartition value. At $\omega=0$,

$$r(0)=\frac{2k_BT}{M}\Big(\frac{\hbar}{2\pi k_BT}\Big)^2\frac{\pi^2}{6}=\frac{\hbar^2}{12Mk_BT}.\tag{6}$$

The grid error of a periodic function follows from its Fourier series $f(\boldsymbol\theta)=\sum_{\mathbf l}\hat f(\mathbf l)e^{i\boldsymbol\theta\cdot\mathbf l}$. In one direction the geometric sum $N^{-1}\sum_me^{2\pi i(m+\sigma)l/N}$ vanishes unless $l=nN$, and then equals $e^{2\pi i\sigma n}=\eta^n$. With $\eta^{\mathbf n}\equiv\eta^{n_1+\dots+n_d}$, the average over the full grid is

$$\frac1{N^d}\sum_{\boldsymbol\theta}f(\boldsymbol\theta)=\sum_{\mathbf n}\eta^{\mathbf n}\hat f(N\mathbf n).\tag{7}$$

The term $\mathbf n=0$ is the Brillouin-zone integral. The others are the error, and they are the real-space function $\hat f$ evaluated at the periodic images of the origin.

To apply (7) to $f=1/(\varepsilon+M\omega_n^2)$, sum two geometric series for $\varphi>0$:

$$\sum_le^{-\varphi|l|}e^{i\theta l}=\frac1{1-e^{-\varphi+i\theta}}+\frac{1}{1-e^{-\varphi-i\theta}}-1=\frac{1-e^{-2\varphi}}{1-2e^{-\varphi}\cos\theta+e^{-2\varphi}}=\frac{\sinh\varphi}{\cosh\varphi-\cos\theta}.\tag{8}$$

So $1/[2K(\cosh\varphi-\cos\theta)]$ has the Fourier coefficients $e^{-\varphi|l|}/(2K\sinh\varphi)$. Take direction $i$ and define $\varphi$ by $2K_i\cosh\varphi=2K_i+M\omega_n^2+\varepsilon_\perp$, where $\varepsilon_\perp\ge0$ is the part of (2) from the other directions. Then $|\hat f(\mathbf l)|$ is at most the largest value of $e^{-\varphi|l_i|}/(2K_i\sinh\varphi)$, for every $i$. The smallest $\varphi$ occurs for $\varepsilon_\perp=0$, $n=1$ and the largest force constant, taken to be $K_L$. Calling it $\mu$ and using $2(\cosh\mu-1)=4\sinh^2(\mu/2)$,

$$4\sinh^2\frac\mu2=\frac{M\omega_1^2}{K_L}=\frac1{N_T^2},\qquad \mu=2\,\mathrm{arsinh}\frac1{2N_T},\qquad N_T=\frac{\hbar\sqrt{K_L/M}}{2\pi k_BT}.\tag{9}$$

The length $N_Ta=\hbar v_L/2\pi k_BT$, with $v_L=a\sqrt{K_L/M}$, is the thermal length of the longitudinal phonons. Images whose largest $|n_i|$ equals $k$ number of order $k^{d-1}$ and are each bounded by a constant times $e^{-\mu kN}$, and the sum over Matsubara indices converges because $e^{\varphi}$ grows as $n^2$. The full-grid error of $r$ is therefore $O(e^{-\mu N})$.

In $d=3$ the leading images are $\pm N\mathbf e_x$. Near $\boldsymbol\theta_\perp=0$, differentiating the definition of $\varphi$ gives $\varphi\simeq\mu+K_T\theta_\perp^2/(2K_L\sinh\mu)$. The Gaussian integral $\int d^2\theta_\perp(2\pi)^{-2}e^{-NK_T\theta_\perp^2/2K_L\sinh\mu}=K_L\sinh\mu/(2\pi NK_T)$, multiplied by $e^{-\mu N}/(2K_L\sinh\mu)$, gives $\hat f\simeq e^{-\mu N}/(4\pi K_TN)$ at leading order in $1/N$: a screened Coulomb form. The program extracts the rate from $N$ times the error at $N=16$ and $24$ for the example at 10 K and finds $0.3752$ against $\mu=0.3726$ from (9), inside the asserted 5 %. The constant prefactor is not tested.

On the Γ grid the primed sum lacks the term $r(0)/N^d$. Collecting,

$$\langle u^2\rangle_N=k_BT\,G_N+\int\!\frac{d^d\theta}{(2\pi)^d}\,r-\delta\,\frac{r(0)}{N^d}+O(e^{-\mu N}),\qquad G_N=\frac1{N^d}{\sum_{\boldsymbol\theta}}'\frac1{\varepsilon(\boldsymbol\theta)}.\tag{10}$$

At any $T>0$ and for $\mu N\gg1$, the dependence on $N$ that is not exponentially small is carried by the classical sum $G_N$ and, on the Γ grid, by the explicit term $-r(0)/N^d$; their relative size is taken up in (j). Near $\boldsymbol\theta=0$, $\varepsilon\simeq\sum_iK_i\theta_i^2$, and $\int\theta^{d-1}d\theta/\theta^2$ converges at the origin only for $d=3$; so $G_\infty$ exists only there. The splitting (5) is useless at $T=0$, where $r(0)\to\infty$ and $\mu\to0$; that case is part (j).

## (c) An exact one-dimensional integral for $G_N$

Rule (7) cannot be applied to $1/\varepsilon$ on the Γ grid, where one term is infinite. Find a representation of $G_N$ in which the directions factorize and (7) can be used.

### Solution

Every point of the primed sum has $\varepsilon>0$, so $1/\varepsilon=\int_0^\infty e^{-t\varepsilon}dt$, with $t$ in m/N. The primed sum of $e^{-t\varepsilon}$ is the full sum minus $\delta\cdot e^0$, and the full sum factorizes because $\varepsilon$ is a sum over directions:

$$G_N=\int_0^\infty dt\Big[\prod_ig_N(K_it)-\frac{\delta}{N^d}\Big],\qquad g_N(\tau)=\frac1N\sum_{m}e^{-2\tau(1-\cos\theta_m)}.\tag{11}$$

The function $e^{-2\tau(1-\cos\theta)}$ is smooth. Its Fourier coefficients are

$$p_l(\tau)=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\,e^{-2\tau(1-\cos\theta)}e^{il\theta}=e^{-2\tau}I_l(2\tau),$$

where the integral defines the modified Bessel function $I_l$. Rule (7) gives

$$g_N(\tau)=\sum_{n=-\infty}^\infty\eta^n\,p_{nN}(\tau).\tag{12}$$

The same steps applied to the Brillouin-zone integral give $G_\infty=\int_0^\infty\prod_ip_0(K_it)\,dt$, so in $d=3$

$$G_N-G_\infty=\int_0^\infty dt\Big[\prod_ig_N(K_it)-\frac\delta{N^d}-\prod_ip_0(K_it)\Big].\tag{13}$$

Nothing has been approximated. The program tests (12) at $N=5$ and (11) at $N=6$ on both grids. For equal force constants it finds $KG_\infty=0.252731$ and tests this value against the closed form of Watson's integral.

A bound on the image terms is needed later. The integrand of $p_l$ is entire and periodic, so the contour may be moved to $\theta+i\beta$. There $|e^{il\theta}|$ becomes $e^{-l\beta}$, and $\mathrm{Re}\cos(\theta+i\beta)=\cos\theta\cosh\beta\le\cosh\beta$. Hence $|p_l|\le e^{-|l|\beta+2\tau(\cosh\beta-1)}$. For $\beta\le1$ the series $\beta^2(\tfrac12+\tfrac1{24}\beta^2+\dots)$ shows $\cosh\beta-1\le\beta^2$. Set $l=nN$, $\tau=N^2u$, $\beta=\lambda/N$ with $\lambda=\min(N,1/4u)$. The exponent is at most $-|n|\lambda+2u\lambda^2$, and $2u\lambda\le\tfrac12$, so for $n\neq0$

$$|p_{nN}(N^2u)|\le e^{-|n|\lambda/2},\qquad\lambda=\min\Big(N,\frac1{4u}\Big).\tag{14}$$

The images are invisible until $\tau$ reaches the order $N^2$.

## (d) The scaling limit

Put $t=N^2s$ and expand $g_N$ and $p_0$ for large $N$ to relative order $N^{-2}$. Give both series for the limiting function.

### Solution

Write $\theta=\kappa/N$ with $\kappa=2\pi(m+\sigma)$, choosing the $N$ values of $m$ so that $|\theta|\le\pi$, and $\tau=N^2u$ with $u=K_is$. From $2(1-\cos\theta)=\theta^2-\theta^4/12+\theta^6/360-\dots$,

$$e^{-2\tau(1-\cos\theta)}=e^{-u\kappa^2}\Big[1+\frac{u\kappa^4}{12N^2}+O(N^{-4})\Big].$$

Because $\sin y\ge2y/\pi$ on $[0,\pi/2]$, the exact exponent obeys $2\tau(1-\cos\theta)\ge4u\kappa^2/\pi^2$. A Gaussian independent of $N$ thus dominates the summand, and the sum over $m$ may be extended to all integers. Define

$$\vartheta(u)=\sum_{m=-\infty}^\infty e^{-4\pi^2(m+\sigma)^2u},\qquad\vartheta_0(u)=\int_{-\infty}^\infty\frac{d\kappa}{2\pi}e^{-u\kappa^2}=\frac1{\sqrt{4\pi u}} .$$

Each derivative with respect to $u$ brings down $-\kappa^2$, so $\sum\kappa^4e^{-u\kappa^2}=\vartheta''(u)$. For $p_0$ the sum $N^{-1}\sum_m$ is replaced by $\int d\theta/2\pi=N^{-1}\int d\kappa/2\pi$. Therefore

$$g_N=\frac1N\Big[\vartheta+\frac{u\,\vartheta''}{12N^2}+\dots\Big],\qquad p_0=\frac1N\Big[\vartheta_0+\frac{u\,\vartheta_0''}{12N^2}+\dots\Big].\tag{15}$$

Since $\vartheta_0''=\tfrac34u^{-2}\vartheta_0$, the second formula reads $p_0(\tau)=(4\pi\tau)^{-1/2}[1+1/(16\tau)+\dots]$.

The second series for $\vartheta$ comes from viewing it as a function of $\sigma$ with period 1. Its $n$-th Fourier coefficient is $\int_0^1d\sigma\sum_me^{-4\pi^2(m+\sigma)^2u}e^{-2\pi in\sigma}=\int_{-\infty}^{\infty}dy\,e^{-4\pi^2uy^2-2\pi iny}$. The Gaussian integral $\int e^{-Ay^2-iBy}dy=\sqrt{\pi/A}\,e^{-B^2/4A}$ with $A=4\pi^2u$, $B=2\pi n$ gives $(4\pi u)^{-1/2}e^{-n^2/4u}$. Thus (Poisson summation)

$$\vartheta(u)=\frac1{\sqrt{4\pi u}}\sum_{n=-\infty}^\infty\eta^n e^{-n^2/4u},\tag{16}$$

which is the continuum form of (12). The first series shows that $\vartheta-\delta$ vanishes exponentially for $u\to\infty$. The second shows that $\vartheta-\vartheta_0$ and all its derivatives vanish as $e^{-1/4u}$ times powers for $u\to0$.

## (e) Three dimensions

Find the expansion of $\langle u^2\rangle_N-\langle u^2\rangle_\infty$ in $d=3$ up to $N^{-3}$, and justify the order of the remainder.

For $T>0$ and $\mu N\gg1$, the grid dependence has been reduced to the classical sum $G_N$ and, on the Γ grid, the term $-r(0)/N^d$, and $G_N$ has been written as an exact one-dimensional integral whose factors are known for large $N$. What remains is to carry out the expansion asked for in (e), interpret and generalize its leading coefficient, and treat two dimensions, one dimension, zero temperature and a numerical example.
